# Nuclear charge radius and S-level shifts in hydrogen-like atoms

A lepton of charge $-e$ and mass $m$ is bound to a spin-½ nucleus of charge $Ze$ and mass $M$. Units are $\hbar=c=1$ with $e^2=4\pi\alpha$, and the metric is $(+,-,-,-)$. The reduced mass is $m_r=mM/(m+M)$ and the Bohr radius is $a=1/(Z\alpha m_r)$. With the charge $Ze$ taken out, the nuclear vertex is

$$\Gamma^\mu=\gamma^\mu F_1(Q^2)+\frac{i\sigma^{\mu\nu}q_\nu}{2M}F_2(Q^2),\qquad q=p'-p,\quad Q^2=-q^2,\quad F_1(0)=1 .$$

The charge radius $r$ is defined by the slope of the Sachs form factor $G_E=F_1-\tau F_2$, where $\tau=Q^2/4M^2$:

$$G_E(Q^2)=1-\tfrac16 r^2Q^2+\dots$$

The atom is treated as nonrelativistic, and the question concerns the leading effect of $r$ on its levels.

## Part (a): the charge seen by the photon

**Question.** Evaluate $\bar u(p')\Gamma^0u(p)$ in the Breit frame, where $\mathbf p=-\mathbf q/2$ and $\mathbf p'=+\mathbf q/2$. Divide by the normalization of the states and decide which part of the $Q^2$ dependence is due to nuclear structure.

**Answer.** Both energies equal $E=\sqrt{M^2+\mathbf q^2/4}$, so $q^0=0$ and $Q^2=\mathbf q^2$. In the Dirac representation, with $\bar uu=2M$ and $N^2=E+M$,

$$u(p)=\begin{pmatrix}N\chi\\ (\boldsymbol\sigma\cdot\mathbf p/N)\,\chi\end{pmatrix}.$$

For the first term, $\bar u'\gamma^0u=u'^\dagger u$. Since $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=-\mathbf q^2/4$ and $\mathbf q^2/4=E^2-M^2=(E-M)N^2$,

$$u'^\dagger u=\Big[N^2-\frac{\mathbf q^2}{4N^2}\Big]\chi'^\dagger\chi=[(E+M)-(E-M)]\chi'^\dagger\chi=2M\,\chi'^\dagger\chi .$$

For the second term, $\sigma^{0i}=i\gamma^0\gamma^i$ and $q_i=-q^i$, so $i\sigma^{0i}q_i=\gamma^0\boldsymbol\gamma\cdot\mathbf q$. Then

$$\bar u'\gamma^0\boldsymbol\gamma\cdot\mathbf q\,u=\chi'^\dagger\big[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\big]\chi=-\mathbf q^2\chi'^\dagger\chi .$$

Multiplying by $F_2/2M$ and adding the two terms gives

$$\bar u'\Gamma^0u=2M\Big(F_1-\frac{Q^2}{4M^2}F_2\Big)\chi'^\dagger\chi=2M\,G_E\,\chi'^\dagger\chi .$$

These spinors have $u^\dagger u=2E$, while states in a Schrödinger equation have unit norm. Dividing by $\sqrt{2E}\sqrt{2E}=2E$ and using $E=M\sqrt{1+\tau}$,

$$\frac{\bar u'\Gamma^0u}{2E}=\frac{G_E}{\sqrt{1+\tau}}\,\chi'^\dagger\chi\simeq G_E\Big(1-\frac{Q^2}{8M^2}\Big)\chi'^\dagger\chi .$$

The bracket does not depend on the form factors and is present for a point nucleus too. It therefore belongs to the recoil terms of the point-nucleus level. The structure effect is the departure of $G_E$ from 1. If the bracket were counted as structure as well, $r^2/6$ would become $r^2/6+1/8M^2$, and the squared radius would be too large by $3/(4M^2)$.

## Part (b): the change in the potential

**Question.** Find the potential due to one-photon exchange between the slow lepton and the nucleus. Isolate the term produced by the slope of $G_E$, in momentum space and in position space, and explain its sign.

**Answer.** The lepton vertex is $+ie\gamma^\mu$, because its charge is $-e$. The nuclear vertex is $-iZe\Gamma^\mu$, and the photon propagator is $-ig_{\mu\nu}/q^2$ with $q^2=-\mathbf q^2$. For a slow lepton the normalized time component of its current is 1 at leading order. At order $\mathbf q^2$ it carries the factor $1-\mathbf q^2/8m^2$, the lepton's counterpart of the bracket in part (a), together with a spin-orbit term. For the muon this factor acts like a squared radius $3/(4m^2)=2.6$ fm², larger than the proton's own, but it does not depend on $r$. It belongs to the fine structure of the point-nucleus level and is set aside in the same way. With the point recoil factor set aside, the time components give

$$i\mathcal M=(ie)(-iZe)\,\frac{-i}{-\mathbf q^2}\,G_E=\frac{iZe^2G_E}{\mathbf q^2}.$$

In the Born approximation $i\mathcal M=-iV(\mathbf q)$, hence

$$V(\mathbf q)=-\frac{4\pi Z\alpha}{\mathbf q^2}\,G_E(\mathbf q^2).$$

The space components of the currents carry velocities of both particles or their spins. For a point nucleus the velocity terms shift the levels by an amount of order $(Z\alpha)^4m_r^3/(mM)$. Its ratio to the structure shift found below is of order $1/(mMr^2)$, which is not small for hydrogen or muonic hydrogen, though it is small for a muon on a heavier nucleus. In any case it does not depend on $r$ and belongs to the point-nucleus level. The part of the velocity terms proportional to $r^2$ is suppressed relative to the structure shift, because each velocity brings a factor of order $Z\alpha$. The spin terms belong to the magnetic interaction. Neither kind of term therefore enters the leading spin-independent effect of $r$.

With $G_E=1$ this is the Coulomb attraction. The slope term is

$$\delta V(\mathbf q)=-\frac{4\pi Z\alpha}{\mathbf q^2}\Big(-\frac{r^2\mathbf q^2}{6}\Big)=+\frac{2\pi}{3}Z\alpha\,r^2 .$$

The factor $\mathbf q^2$ has cancelled the photon pole. A constant in momentum space is a contact interaction in position space:

$$\delta V(\mathbf x)=\int\!\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf x}\,\delta V(\mathbf q)=\frac{2\pi}{3}Z\alpha\,r^2\,\delta^3(\mathbf x).$$

The sign is positive because a spread-out charge attracts less strongly at short distance than a point charge does. Outside a spherical charge distribution with a sharp edge the potential is exactly that of a point charge. If the charge has an exponential tail, as for the dipole form factor of part (e), the difference dies out within a few $r$. In both cases the effect is confined to the neighbourhood of the nucleus.

## Part (c): the density at the nucleus

**Question.** Find $|\psi_{nS}(0)|^2$ for the point-Coulomb problem without using the explicit wave functions.

**Answer.** Let $x=|\mathbf x|$ and $\psi=u(x)/(\sqrt{4\pi}\,x)$ with $\int_0^\infty u^2dx=1$. For an S state $u''=2m_r(V-E)u$ and $u(0)=0$, so $|\psi(0)|^2=u'(0)^2/4\pi$. Multiplying the radial equation by $2u'$ gives

$$\frac{d}{dx}(u'^2)=2m_r(V-E)\frac{d}{dx}(u^2).$$

Integrate from 0 to $\infty$, by parts on the right. The boundary term $(V-E)u^2$ vanishes at both ends, since $u^2\sim x^2$ near the origin. Therefore

$$-u'(0)^2=-2m_r\int_0^\infty V'u^2dx\quad\Rightarrow\quad u'(0)^2=2m_r\Big\langle\frac{dV}{dx}\Big\rangle=2m_rZ\alpha\Big\langle\frac1{x^2}\Big\rangle .$$

The mean of $1/x^2$ follows from the dependence of the energy on $l$. Put $u=x^{l+1}e^{-\kappa x}\sum_jc_jx^j$ with $E=-\kappa^2/2m_r$ into the radial equation with the centrifugal term $l(l+1)/(2m_rx^2)$. Comparing powers of $x$ gives

$$(j+1)(j+2l+2)\,c_{j+1}=2\big[\kappa(j+l+1)-m_rZ\alpha\big]c_j .$$

The series must end for $u$ to be normalizable. If the last term has $j=k$, then $\kappa=m_rZ\alpha/(k+l+1)$ and

$$E=-\frac{m_r(Z\alpha)^2}{2(k+l+1)^2}.$$

This does not require $l$ to be an integer, so $E$ may be differentiated with respect to $l$ at fixed $k$. Because $u$ is normalized and is an eigenfunction, its own variation does not contribute to $\partial E/\partial l$. The explicit $l$ in the Hamiltonian is what remains:

$$\frac{2l+1}{2m_r}\Big\langle\frac1{x^2}\Big\rangle=\frac{\partial E}{\partial l}=\frac{m_r(Z\alpha)^2}{(k+l+1)^3}.$$

At $l=0$, where $n=k+1$, this is $\langle1/x^2\rangle=2m_r^2(Z\alpha)^2/n^3$. Hence $u'(0)^2=4(Z\alpha m_r)^3/n^3$ and

$$|\psi_{nS}(0)|^2=\frac{(Z\alpha m_r)^3}{\pi n^3}=\frac1{\pi n^3a^3}.$$

## Part (d): the level shift and muonic hydrogen

**Question.** Obtain the shift of the level $nS$. Evaluate it for the 2S state of muonic hydrogen, per unit of $r^2$ and for a chosen radius $r=0.84$ fm. Compare with ordinary hydrogen, and find the error made by counting the recoil factor of part (a) as structure.

**Answer.** First-order perturbation theory with the contact term gives

$$\Delta E=\int d^3x\,|\psi|^2\,\delta V=\frac{2\pi}{3}Z\alpha\,r^2\cdot\frac{(Z\alpha m_r)^3}{\pi n^3},$$

$$\boxed{\Delta E_{nS}=\frac23\,\frac{(Z\alpha)^4m_r^3\,r^2}{n^3}}$$

The scaling has a direct reading. The potential changes by about $Z\alpha/r$ inside a volume of order $r^3$, and the lepton is found there with a probability of order $(r/a)^3/n^3$. The product is $Z\alpha r^2/(a^3n^3)$. P states have $\psi(0)=0$, so the contact term does not move them.

For muonic hydrogen $Z=1$, and the reduced mass is

$$m_r=\frac{105.6584\times938.2721}{105.6584+938.2721}\ \text{MeV}=94.9645\ \text{MeV}.$$

With $\hbar c=197.327$ MeV fm, the Bohr radius is $a=\hbar c/(\alpha m_r)=197.327\times137.036/94.9645=284.75$ fm. The two factors of the shift are

$$|\psi_{2S}(0)|^2=\frac1{8\pi a^3}=1.72338\times10^{-9}\ \text{fm}^{-3},\qquad \frac{2\pi}3\alpha\hbar c=3.01585\ \text{MeV fm}.$$

Their product is $5.1975\times10^{-9}$ MeV/fm². Since $10^{-9}$ MeV is 1 meV,

$$\frac{\Delta E_{2S}}{r^2}=5.20\ \text{meV/fm}^2 .$$

For $r=0.84$ fm, $r^2=0.7056$ fm² and $\Delta E_{2S}=5.1975\times0.7056=3.667$ meV, or 887 GHz. The 2S level rises by this amount while 2P stays in place at this order, so $E(2P)-E(2S)$ decreases by 3.667 meV.

In ordinary hydrogen the same formula gives 0.81 neV/fm² for 2S. The ratio, $6.43\times10^6$, is the cube of the ratio of reduced masses. The muon's orbit is smaller by the ratio itself, and its density at the proton is larger by the cube.

Counting the recoil factor as structure would add $3(\hbar c)^2/(4M^2)=0.0332$ fm² to $r^2$. The resulting spurious shift is 0.172 meV, which is 4.7% of 3.667 meV. A radius can thus be inferred from a level only after it has been fixed which terms belong to the point nucleus.

## Part (e): how good is the slope approximation?

**Question.** The expansion of $G_E$ holds for small $qr$, yet the expectation value integrates over all $q$. Justify its use and find the power of $r/a$ in the first correction. Calculate that correction (i) in first-order perturbation theory for $G_E=(1+\mathbf q^2/\Lambda^2)^{-2}$, and (ii) for the full Schrödinger level of a static, uniformly charged sphere.

**Answer.** In momentum space the first-order shift is

$$\Delta E=\int\!\frac{d^3q}{(2\pi)^3}\,\mathcal F(\mathbf q)\,\frac{4\pi Z\alpha}{\mathbf q^2}\,[1-G_E],$$

where $\mathcal F$ is the Fourier transform of $|\psi|^2$. Near the origin the radial equation gives $u''\simeq-2u/(ax)$, so $u\simeq u'(0)(x-x^2/a)$ and

$$|\psi|^2\simeq|\psi(0)|^2\Big(1-\frac{2x}{a}\Big).$$

The Fourier transform of $x$ is $-8\pi/q^4$, so this cusp gives $\mathcal F\to16\pi|\psi(0)|^2/(aq^4)$ at large $q$. With the slope term the integrand behaves as $q^2\cdot q^{-4}$. The integral converges, though slowly: for $Q\gg1/a$ the part above $q=Q$ is a fraction $8/(\pi Qa)$ of the whole, so about three quarters of it comes from $q<10/a$. The region $q\gtrsim1/r$, where the expansion of $G_E$ fails, holds only a fraction of order $r/a$. That justifies the slope approximation when $r\ll a$.

The next Taylor term of $G_E$ brings another factor $r^2q^2$, and its integral diverges linearly. The true form factor stops the growth at $q\sim1/r$. The correction is then of relative order $r^2\cdot(1/a)\cdot(1/r)=r/a$, and not $(r/a)^2$ as the Taylor series might suggest.

**(i) Dipole form factor.** Expanding $G_E$ gives $1-2\mathbf q^2/\Lambda^2$, so $r^2=12/\Lambda^2$. The change in the potential is

$$\delta V(\mathbf q)=4\pi Z\alpha\Big[\frac1{\mathbf q^2+\Lambda^2}+\frac{\Lambda^2}{(\mathbf q^2+\Lambda^2)^2}\Big],\qquad \delta V(x)=Z\alpha\Big(\frac1x+\frac\Lambda2\Big)e^{-\Lambda x}.$$

The integrals needed are $\int_0^\infty x^2\delta V\,dx=2Z\alpha/\Lambda^2$ and $\int_0^\infty x^3\delta V\,dx=5Z\alpha/\Lambda^3$. The first reproduces the slope result, and the cusp multiplies the second by $-2/a$. The relative correction is

$$-\frac2a\cdot\frac{5/\Lambda^3}{2/\Lambda^2}=-\frac5{\Lambda a}=-\frac5{\sqrt{12}}\,\frac ra=-1.443\,\frac ra .$$

For $r/a=0.84/284.75=0.00295$ this is $-0.43\%$. Numerical integration with the complete 2S density gives $-0.425\%$, and $-0.213\%$ at half the radius.

**(ii) Uniform sphere.** Let the radius be $R$, so $r^2=3R^2/5$, and let $s=x/R$. Inside, $V=-(Z\alpha/R)(3-s^2)/2$. Subtracting the point potential,

$$x\,\delta V=Z\alpha f(s),\qquad f(s)=1-\tfrac32s+\tfrac12s^3\quad(s<1).$$

Let $u_0,E_0$ belong to the point nucleus and $u,E$ to the sphere. Multiplying each radial equation by the other function, subtracting and integrating gives the identity

$$(E-E_0)\int u_0u\,dx=\int u_0\,\delta V\,u\,dx .$$

Replacing $u$ by $u_0$ on the right gives the first-order shift. Its leading part contains $\int_0^1sf\,ds=\tfrac1{10}$, and the cusp brings in $\int_0^1s^2f\,ds=\tfrac1{24}$. The relative correction from the cusp is

$$-\frac{2R}a\cdot\frac{1/24}{1/10}=-\frac56\,\frac Ra .$$

The wave function also responds to $\delta V$, with a contribution of the same order. Write $u=u_0+w$. Inside the sphere, to leading order, $w''=2m_r\,\delta V\,u_0'(0)\,x$ with $w(0)=0$. The scale of $u$ is free and is chosen so that $w'(R)=0$. With $m_rZ\alpha=1/a$,

$$\frac{dw}{ds}=-\frac{2R^2}a\,u_0'(0)F(s),\qquad F(s)=\int_s^1f\,ds'=\tfrac18(3-8s+6s^2-s^4).$$

Outside, $w$ starts at a value of order $u_0'(0)R^2/a$, while $u_0$ is of order $u_0'(0)a$ over the atom. The overlap $\int u_0u\,dx$ therefore differs from 1 by order $(R/a)^2$, up to logarithms, and can be set to 1. Since $f=-F'$, integration by parts gives

$$\int u_0\,\delta V\,w\,dx=u_0'(0)Z\alpha R\int_0^1F\frac{dw}{ds}\,ds=-u_0'(0)^2Z\alpha\,\frac{2R^3}a\int_0^1F^2ds .$$

The integral is $\int_0^1F^2ds=11/504$. Divided by the leading shift $u_0'(0)^2Z\alpha R^2/10$, this contributes $-(55/126)R/a$. The sum is

$$-\Big(\frac56+\frac{55}{126}\Big)\frac Ra=-\frac{80}{63}\,\frac Ra=-\frac{80}{63}\sqrt{\frac53}\,\frac ra=-1.639\,\frac ra .$$

At $r/a=0.00295$ this is $-0.48\%$. Matching the inner and outer solutions numerically gives $-0.486\%$ for each of $n=1,2,3$. The agreement between levels is expected, because $n$ has dropped out of the coefficient. Halving the radius gives $-0.242\%$ for 2S, which confirms the linear law.

For $r=0.84$ fm the full 2S shift of the sphere is 3.650 meV, against 3.667 meV from the leading formula. The dipole gives 3.652 meV, but in first order: the response of the wave function is missing there, so the small difference between the two models is not a measure of shape dependence.

The leading formula therefore holds to about half a percent for the static uniform sphere at this radius. The error grows as $r/a$, and $a$ falls as $1/Z$. For a muon on carbon, with $a\approx43$ fm and $r\approx2.5$ fm, the linear correction is already close to 10%. For a muon on a heavy nucleus, where $r$ is comparable to $a$ or larger, the formula fails altogether. Relativistic and radiative corrections and the polarization of the nucleus by the lepton are separate effects, and the half percent does not include them. The numerical output lists the values used here.

## Computed values

```
inverse fine-structure constant: 137.035999
hbar c: 197.32698 MeV fm
muon mass: 105.6584 MeV
proton mass: 938.2721 MeV
reduced mass, muonic hydrogen: 94.9645 MeV
Bohr radius, muonic hydrogen: 284.748 fm
2S density at origin: 1.72338e-09 fm^-3
contact strength (2 pi/3) alpha hbar c: 3.01585 MeV fm
2S shift per r^2: 5.1975 meV/fm^2
chosen charge radius: 0.84 fm
radius squared: 0.7056 fm^2
radius / Bohr radius: 0.00295
2S shift, leading formula: 3.6673 meV
2S shift, leading formula: 886.8 GHz
2S shift, sphere, full level: 3.6495 meV
sphere deviation from formula, n=1: -0.486 %
sphere deviation from formula, n=2: -0.486 %
sphere deviation from formula, n=3: -0.486 %
sphere deviation, n=2, half radius: -0.242 %
2S shift, dipole, first order: 3.6517 meV
dipole deviation, first order: -0.425 %
dipole deviation, half radius: -0.213 %
recoil factor miscounted as r^2: 0.03317 fm^2
resulting spurious 2S shift: 0.1724 meV
shift ratio muonic/ordinary hydrogen: 6.4288e+06
ordinary hydrogen 2S: 0.8085 neV/fm^2
```
